# The bias ramp that holds an insulating surface at constant potential

An insulating plate of thickness $d$ and relative permittivity $\varepsilon_r$ lies on a metal electrode and faces a plasma. Positive ions strike the plate and their charge stays on its surface. The electrode voltage $V_b(t)$ is to be shaped so that the surface potential $V_s$, and with it the ion impact energy, stays constant.

The problem is one-dimensional and uses SI units. The coordinate $x$ runs from a reference plane at the plasma edge, $x=0$, to the surface at $x=L$. The potential is zero at the reference plane, and fields, including the field in the plate, are positive when they point in the direction of increasing $x$. The ions are singly charged, cold and collisionless. They cross the reference plane with density $n_0$, speed $u_0$ and constant current density $J_i=en_0u_0$. The plate has no leakage, and secondary electron emission is neglected.

## (a) Charge and potential

**Relate $V_s$ and $V_b$ to the surface charge, and find how their difference changes in time.**

The field in the plate is uniform, $E_d=(V_s-V_b)/d$. Let $E_s$ be the field on the plasma side of the surface and $\sigma$ the surface charge per area. By Gauss's law, the displacement leaving the surface into the plate minus that arriving from the plasma equals $\sigma$:

$$\varepsilon_0\varepsilon_rE_d-\varepsilon_0E_s=\sigma .$$

With the plate capacitance per area $c_d=\varepsilon_0\varepsilon_r/d$ this reads

$$c_d(V_s-V_b)=\sigma+\varepsilon_0E_s .$$

Let $J_w$ be the ion current density at the surface and $J_e$ the magnitude of the electron current density collected there. Then $d\sigma/dt=J_w-J_e$, and differentiation gives

$$c_d\frac{d(V_s-V_b)}{dt}=J_w-J_e+\varepsilon_0\frac{dE_s}{dt}. \tag{1}$$

The right side is the total current density into the plate: particle current plus displacement current in the sheath.

## (b) The required slope

**Which slope of $V_b$ is necessary if $V_s$ is constant and the sheath is steady?**

In a steady sheath no ion charge accumulates between the reference plane and the surface, so $J_w=J_i$. The field is also steady, so $dE_s/dt=0$. Setting $dV_s/dt=0$ in (1) leaves $-c_d\,dV_b/dt=J_i-J_e$, or

$$\boxed{\frac{dV_b}{dt}=-\frac{J_i-J_e}{c_d}} \tag{2}$$

As long as $J_i>J_e$, the slope is negative: the electrode must cancel the potential rise caused by the positive charge collected. At the floating potential, where $J_e=J_i$, no ramp is needed.

The slope is therefore set by the net current. Its magnitude becomes the ion current divided by the capacitance when the surface is negative enough to repel nearly all electrons. For a plate of area $A$, with $I_i=AJ_i$ and $C_d=Ac_d$,

$$\frac{dV_b}{dt}\simeq-\frac{J_i}{c_d}=-\frac{I_i}{C_d}.$$

The capacitance is that of the plate. The sheath also stores charge, but at constant $V_s$ that charge does not change.

## (c) A balance that holds during transients

**After a sudden change of bias, $J_w$ differs from $J_i$. Eliminate $J_w$ and $E_s$ from (1).**

Let $Q_i$ and $Q_e$ be the magnitudes of the ion and electron charge per area between the reference plane and the surface. Ion continuity gives

$$\frac{dQ_i}{dt}=J_i-J_w .$$

The reference plane lies far enough upstream for its field to be negligible, so Gauss's law across the sheath gives $\varepsilon_0E_s=Q_i-Q_e$. Hence

$$\varepsilon_0\frac{dE_s}{dt}=J_i-J_w-\frac{dQ_e}{dt}.$$

Inserting this in (1) cancels $J_w$:

$$c_d\frac{d(V_s-V_b)}{dt}=J_i-J_e-\frac{dQ_e}{dt}. \tag{3}$$

No steady sheath has been assumed here. When $V_s$ rises, the sheath becomes thinner and electrons fill the space it gives up; the last term accounts for them.

## (d) Sheath capacitance and sufficiency

**For slow changes, express $dQ_e/dt$ through $dV_s/dt$. Does the slope (2) then keep $V_s$ constant?**

Write $T$ for the electron temperature in volts and take Boltzmann electrons, $n_e=n_0e^{V/T}$. For ions of mass $M$, energy conservation and continuity give

$$u(V)=\sqrt{u_0^2-\frac{2eV}{M}},\qquad n_i=\frac{n_0u_0}{u(V)} .$$

Poisson's equation is $\varepsilon_0V''=-e(n_i-n_e)$. Multiply it by $V'$ and integrate from the reference plane, where $V=0$ and $V'\simeq0$. Since $E=-V'$,

$$\frac{\varepsilon_0E^2}{2}=-e\int_0^V(n_i-n_e)\,d\tilde V .$$

From $du/dV=-e/(Mu)$ it follows that $\int_0^V d\tilde V/u=-(M/e)(u-u_0)$. The electron integral is $\int_0^V e^{\tilde V/T}d\tilde V=T(e^{V/T}-1)$. Therefore

$$\frac{\varepsilon_0E^2}{2}=n_0Mu_0(u-u_0)-en_0T\left(1-e^{V/T}\right). \tag{4}$$

For small $|V|$, expansion to second order gives

$$E^2\simeq\frac{V^2}{\lambda^2}\left(1-\frac{u_B^2}{u_0^2}\right),\qquad \lambda^2=\frac{\varepsilon_0T}{en_0},\qquad u_B^2=\frac{eT}{M}.$$

For $u_0>u_B$ the potential thus decays exponentially toward the plasma, which justifies a nearly field-free reference plane.

Equation (4) makes $E$ a function of $V$ alone. All steady profiles are therefore pieces of one curve, shifted in $x$. If $V_s$ rises by $dV_s$, the curve moves toward the surface by $dV_s/E_s$. A slice of electron density $n_0$ enters at the reference plane, and a slice of density $n_0e^{V_s/T}$ is lost at the surface. The quasi-static sheath capacitance per area is

$$c_s\equiv\frac{dQ_e}{dV_s}=\frac{en_0}{E_s}\left(1-e^{V_s/T}\right). \tag{5}$$

With $dQ_e/dt=c_s\,dV_s/dt$, equation (3) becomes

$$(c_d+c_s)\frac{dV_s}{dt}=J_i-J_e(V_s)+c_d\frac{dV_b}{dt}. \tag{6}$$

Now apply the constant slope (2) with $J_e$ evaluated at the desired potential $V_0$:

$$(c_d+c_s)\frac{dV_s}{dt}=J_e(V_0)-J_e(V_s).$$

A surface that starts at $V_0$ stays there, so the slope is also sufficient. Since $J_e$ grows with $V_s$, a small deviation decays. The restoring effect vanishes when $J_e$ is negligible. The ramp then holds whatever potential the surface has, without choosing or correcting it.

## (e) A numerical case

**Argon ions enter at $u_0=1.2\,u_B$, with $T=3.0$ V and $n_0=10^{16}\ \mathrm{m^{-3}}$. The plate has $d=0.50$ mm and $\varepsilon_r=4.0$. Find the ramp that holds $-100$ V for 4.0 µs.**

The Bohm speed is $u_B=2692$ m/s, the ion current density is $J_i=5.175\ \mathrm{A/m^2}$, and $c_d=70.83\ \mathrm{nF/m^2}$. Electrons are negligible at this potential, so

$$\frac{dV_b}{dt}=-\frac{5.175\ \mathrm{A/m^2}}{70.83\times10^{-9}\ \mathrm{F/m^2}}=-7.31\times10^7\ \mathrm{V/s}=-73.1\ \mathrm{V/\mu s}.$$

Over 4.0 µs the bias changes by $-292$ V. If it starts at $-100$ V, with no voltage across the plate, it ends at $-392$ V.

The result was tested by a particle simulation. It moves ions in their self-consistent field and obtains $V_s$ from the charge they deposit. With the slope above, $V_s$ stayed within 0.02 V of $-100$ V. The same slope held $-50$ V equally well, as it should when $J_i$ does not depend on $V_s$. Doubling $c_d$ and halving the slope also held $-100$ V.

In a steady collisionless sheath an ion arrives with energy

$$\mathcal E=\tfrac12Mu_0^2-eV_s=2.16\ \mathrm{eV}+100\ \mathrm{eV}=102.16\ \mathrm{eV}.$$

The simulated mean was 102.13 eV, with a standard deviation of 0.003 eV. For cold, identical ions without collisions the exact width is zero. The 0.003 eV, like the 0.03 eV shortfall of the mean, is discretization error and does not predict the width in a real reactor. The sheath here is about 1.7 mm thick, measured from $V=-T$ to the surface, so the collisionless model needs an ion mean free path well above that. In argon the mean free path is roughly 6 mm at 5 mTorr, where about a quarter of the ions would collide in the sheath and arrive with less energy, even at constant $V_s$.

## (f) A wrong slope, and no ramp

**How fast does the surface drift if the slope is in error by $\Delta S$? What happens at flat bias?**

Put $dV_b/dt=-J_i/c_d+\Delta S$ into (6) and neglect $J_e$. The ion current cancels:

$$\frac{dV_s}{dt}=\frac{c_d}{c_d+c_s}\,\Delta S. \tag{7}$$

The sheath capacitance, absent from the correct slope, reduces the effect of an error. For a thin plate, $c_d\gg c_s$, the surface follows the full error. For $c_d\ll c_s$ it follows a small part of it.

At $-100$ V, equation (4) gives $E_s=90.0$ kV/m. The charge density $en_0$ is $J_i/u_0=5.175/(1.2\times2692)=1.602\times10^{-3}\ \mathrm{C/m^3}$. The exponential in (5) is negligible, so

$$c_s=\frac{1.602\times10^{-3}}{9.00\times10^4}\ \mathrm{F/m^2}=17.8\ \mathrm{nF/m^2},\qquad \frac{c_d}{c_d+c_s}=0.799 .$$

A slope error of 10 %, or 7.31 V/µs, should give a drift of $0.799\times7.31=5.84$ V/µs. Half the difference between simulations with slopes 10 % too weak and 10 % too steep, taken over the second half of the ramp, gave 5.84 V/µs. The half-difference cancels the change of $c_s$ with $V_s$; separately, the upward drift is about 1 % smaller and the downward drift about 1 % larger. At constant $c_s$ this would amount to about 23 V in 4 µs. Keeping the drift below 1 V over that time requires a relative slope error below about $1/(0.799\times292)=0.4\,\%$.

At flat bias the simulated surface rose from $-100$ V to $-39.6$ V in 1.0 µs. Equation (3) can be checked in integrated form. The incoming ions bring about $5.18\ \mathrm{\mu C/m^2}$, while the charge associated with the changed plate voltage is

$$c_d\,\Delta V_s\simeq70.83\ \mathrm{nF/m^2}\times60.4\ \mathrm{V}=4.28\ \mathrm{\mu C/m^2}.$$

The remaining $0.90\ \mathrm{\mu C/m^2}$ is matched by the growth of $Q_e$ and the small collected electron charge.

The impact energies then had a mean of 76 eV and a standard deviation of 17 eV. They are not fixed by the surface potential at impact alone. Along an ion's path,

$$\frac{d}{dt}\left(\tfrac12Mu^2+eV\right)=e\frac{\partial V}{\partial t},$$

because the work of the field cancels the change of $V$ due to motion. Integrating from entry to impact gives

$$\mathcal E=\tfrac12Mu_0^2-eV_s(t_{\rm impact})+e\int\frac{\partial V}{\partial t}\,dt .$$

If the potential rises along the path during the flight, the ion arrives with more energy than the instantaneous $V_s$ suggests.

## (g) When electrons reach the surface

**Find the slope that holds $-15$ V in the same plasma. What does the slope $-J_i/c_d$ do there?**

Maxwellian electrons of mass $m_e$ have the one-sided flux $n\bar v/4$, with $\bar v=\sqrt{8eT/(\pi m_e)}$. The Boltzmann factor reduces the density at the surface, so

$$J_e=\frac{en_0\bar v}{4}\,e^{V_s/T}.$$

At $-15$ V this is $3.13\ \mathrm{A/m^2}$, about 60 % of $J_i$. Equation (2) gives

$$\frac{dV_b}{dt}=-\frac{5.175-3.128}{70.83\times10^{-9}}\ \mathrm{V/s}=-28.9\ \mathrm{V/\mu s}.$$

In the simulation this slope held $-15$ V within 0.002 V.

With the steeper slope $-J_i/c_d$, equation (6) reduces to $(c_d+c_s)\,dV_s/dt=-J_e$. Let $J_0$ be the electron current density at the initial potential $V_0$, and treat $C=c_d+c_s$ as constant. Then

$$\frac{d}{dt}e^{-(V_s-V_0)/T}=-\frac{1}{T}e^{-(V_s-V_0)/T}\frac{dV_s}{dt}=\frac{J_0}{CT},$$

and integration gives

$$V_s=V_0-T\ln\left(1+\frac{J_0t}{CT}\right).$$

The surface drifts downward ever more slowly as it shuts off the electron current. The simulation, which does not assume constant $C$, reached $-24.1$ V after 2 µs.

## (h) Setting the potential with a step

**The surface is at $V_0=-50$ V. The bias is stepped by $\Delta V=-60$ V and then follows the ramp $-J_i/c_d$. Where does the surface settle?**

Integrate (3) from just before the step to a time $t$ after the sheath has settled at $V_f$, with $J_e$ neglected. The bias has changed by $\Delta V-J_it/c_d$, so

$$c_d\left(V_f-V_0-\Delta V+\frac{J_it}{c_d}\right)=J_it-\int_{V_0}^{V_f}c_s\,dV .$$

The terms $J_it$ cancel, leaving

$$V_f-V_0+\frac1{c_d}\int_{V_0}^{V_f}c_s\,dV=\Delta V. \tag{8}$$

The integral of $c_s$ is valid although the transient is fast, because $Q_e$ has its steady value at both ends.

Solving (8) with (4) and (5) gives $V_f=-96.8$ V, and the simulation settled at the same value. The surface thus moved by 46.8 V, while the other 13.2 V of the step appeared across the plate. Just after the step, before the ions had moved, the surface was at $-104.4$ V. During the relaxation from $-104.4$ to $-96.8$ V the sheath was not steady, so the premise of (2) did not hold. A step chosen from the first jump alone would miss the final ion energy by several electronvolts.

## (i) The slope at the generator

**The generator, at voltage $V_g$, feeds the electrode through a blocking capacitance $C_b$. The electrode also has a capacitance $C_t$ to ground. Find the generator slope and current for $A=0.030\ \mathrm{m^2}$, $C_b=20$ nF and $C_t=1.0$ nF.**

Assume a constant plasma potential relative to ground. Current conservation at the electrode gives

$$I_g=C_b\frac{d(V_g-V_b)}{dt}=C_t\frac{dV_b}{dt}+C_d\frac{d(V_b-V_s)}{dt}.$$

At constant $V_s$, and with electrons repelled, $dV_b/dt=-I_i/C_d$. Therefore

$$I_g=-I_i\left(1+\frac{C_t}{C_d}\right),$$

$$\frac{dV_g}{dt}=\frac{dV_b}{dt}+\frac{I_g}{C_b}=-I_i\,\frac{C_b+C_d+C_t}{C_bC_d}.$$

Here $I_i=0.1553$ A and $C_d=2.125$ nF, so

$$I_g=-0.1553\left(1+\frac{1.0}{2.125}\right)\mathrm A=-0.228\ \mathrm A,$$

$$\frac{dV_g}{dt}=-0.1553\ \mathrm A\times\frac{23.125}{20\times2.125}\ \mathrm{nF^{-1}}=-84.5\ \mathrm{V/\mu s}.$$

The generator slope is steeper than the electrode slope of $-73.1$ V/µs because the blocking capacitor also charges. For $C_b\to\infty$ the two slopes agree. The stray capacitance $C_t$ still adds to the generator current in that limit.

## (j) Why the ramp must end

**Can the surface be held indefinitely, and what must a repeated waveform do?**

With electrons repelled, the voltage across the plate grows by $J_it/c_d$, here 292 V in 4 µs. If the supply or the plate tolerates an additional voltage $U$, this ramp can last at most $t=c_dU/J_i$. A thinner plate of the same material has a larger $c_d$ and needs a gentler slope, but it also withstands less voltage.

In a periodic waveform $\sigma$ returns to its initial value after each period. Integrating $d\sigma/dt=J_w-J_e$ over one period gives

$$\oint J_e\,dt=\oint J_w\,dt .$$

The electron charge missing during the ramp must therefore be collected in another part of the cycle. A rise of the bias can do this by raising $V_s$ until $J_e$ exceeds the ion current; the bias itself need not become positive. The surface potential must leave its holding value during this reset, and ions arriving then have other energies. The simulations cover the holding phase and the step in (h), not the reset. The numerical output follows.

## Values computed for the example and the checks

```
electron temperature: 3.0 eV
edge density: 1.0e+16 m^-3
ion entry speed / Bohm speed: 1.20
dielectric thickness: 0.50 mm
relative permittivity: 4.0
Debye length: 0.1288 mm
Bohm speed: 2691.7 m/s
Debye length / Bohm speed: 0.0478 us
ion current density Ji: 5.1752 A/m^2
dielectric capacitance cd: 70.834 nF/m^2
required slope -Ji/cd: -73.061 V/us
required slope -Ji/cd: -7.3061e+07 V/s
ramp duration: 4.00 us
bias at start: -100.00 V
bias at end: -392.24 V
bias change: -292.24 V
largest Vs error, hold at -100 V: 0.0196 V
largest Vs error, hold at -50 V: 0.0192 V
largest Vs error, doubled cd, half slope: 0.0109 V
ion entry energy: 2.160 eV
expected impact energy: 102.160 eV
simulated mean impact energy: 102.133 eV
impact energy std, full ramp: 0.0031 eV
sheath field at surface: 90.016 kV/m
sheath capacitance cs, formula: 17.799 nF/m^2
cs from electron content: 17.799 nF/m^2
cd/(cd+cs): 0.7992
drift for 10% slope error, formula: 5.839 V/us
drift for 10% slope error, simulation: 5.835 V/us
flat-bias duration: 1.00 us
flat bias, final Vs: -39.57 V
flat bias, dielectric charge: 4.2790 uC/m^2
flat bias, current balance: 4.2790 uC/m^2
flat bias, mean impact energy: 75.96 eV
flat bias, impact energy std: 17.07 eV
ramp, same duration, energy std: 0.0034 eV
electron current density at -15 V: 3.1284 A/m^2
net-current slope at -15 V: -28.896 V/us
largest Vs error with net slope: 0.0019 V
Vs after 2 us with ion-only slope: -24.08 V
step test, Vs before step: -50.0 V
step test, bias step: -60.0 V
step test, Vs just after step: -104.41 V
step test, settled Vs, simulation: -96.83 V
step test, settled Vs, formula: -96.84 V
electrode area: 0.030 m^2
total ion current: 0.1553 A
total dielectric capacitance: 2.125 nF
blocking capacitance: 20.0 nF
electrode-to-ground capacitance: 1.0 nF
generator slope: -84.477 V/us
generator current: -0.2283 A
```
